# Why electrolyte field focusing barely roughens nanoscale plated metal

A bump on a plating cathode reaches a little way into the electrolyte, where the electric field concentrates on it. More current should arrive at the bump, so it should grow faster than its surroundings. How strong this effect is depends on a length that can be found before any equation is solved.

Let the surface be a ripple of amplitude $a$ and wavenumber $k=2\pi/\lambda$. The electrolyte has conductivity $\kappa$, the mean current density is $i_0$, and the metal surface resists the passage of charge with a resistance $R$, defined for unit area. The product of conductivity (current per voltage per length) and $R$ (voltage times area per current) is a length,

$$L=\kappa R .$$

Voltage enters $\kappa$ and $R$ alone, so it cancels only in their product and in powers of that product. The mean current $i_0$ then has nothing left to cancel its unit of current, and it cannot appear in a pure number. For a shallow ripple the excess current $\delta i$ at a crest is proportional to $a$, hence

$$\frac{\delta i}{i_0}=ka\,f(kL).$$

The whole question is how $f$ behaves when the ripple is short compared with $L$. In copper plating $L$ is of the order of centimetres and the ripple is of the order of 100 nm, so the answer lies far out in one limit of $f$.

## The flat electrode

The algebra uses atomic units, in which the elementary charge is 1 and temperature $T$ is an energy. Ohm's law keeps its usual form. The electrolyte fills the space above the cathode, $y$ points into it, and current flowing into the cathode counts as positive. The metal is at one potential, and the potential $\phi$ in the electrolyte is measured from it.

With $\mathbf n$ the unit normal pointing into the electrolyte, the current density in the liquid is $-\kappa\nabla\phi$. The part entering the metal runs along $-\mathbf n$, so

$$i=\kappa\,\mathbf n\cdot\nabla\phi .$$

On a flat electrode this equals $i_0$ everywhere, and therefore

$$\phi_0(y)=\phi_s+\frac{i_0}{\kappa}\,y ,$$

where $\phi_s$ is the potential just outside the metal. The reaction rate depends on the potential step at the surface. Linear kinetics means

$$i=i_0+\frac{\phi_{\rm surface}-\phi_s}{R}.$$

If the rate is proportional to the potential step, $\phi_s=Ri_0$ up to a constant. If it is a curved function, the same equation holds for small changes, with $R$ the inverse slope of the rate at the working point.

## The rippled electrode

Now let the surface be $y=h(x)=a\cos kx$ with $ka\ll1$, and hold the mean current fixed. The conductivity is uniform and no charge accumulates in the bulk, so $\nabla^2\phi=0$. The correction to $\phi_0$ must have the period of the ripple and must die away far from it:

$$\phi=\phi_s+\frac{i_0}{\kappa}y+B\,e^{-ky}\cos kx .$$

The constant $B$ is itself of first order in $a$. Two quantities are needed at the surface, the potential and the normal current.

For the potential, set $y=a\cos kx$. In the last term $e^{-kh}$ may be replaced by 1, because the difference is of order $ka$ and multiplies $B$. This gives

$$\phi_{\rm surface}-\phi_s=\left(\frac{i_0a}{\kappa}+B\right)\cos kx .$$

For the current, the normal is $\mathbf n=(-h',1)/\sqrt{1+h'^2}$, so

$$i=\kappa\,\frac{\partial_y\phi-h'\,\partial_x\phi}{\sqrt{1+h'^2}} .$$

The slope $h'$ is of first order and so is $\partial_x\phi$, since the flat solution does not depend on $x$. Their product is of second order, as is the change in the square root. What remains is

$$i=\kappa\,\partial_y\phi=i_0-\kappa kB\cos kx .$$

Both results go into the kinetic law. The mean $i_0$ cancels, and the factors of $\cos kx$ must match:

$$-\kappa kB=\frac1R\left(\frac{i_0a}{\kappa}+B\right).$$

Multiplying by $R$ and collecting $B$ gives $-B(1+kL)=i_0a/\kappa$, or

$$B=-\frac{i_0a/\kappa}{1+kL}.$$

The excess current at a crest is $\delta i=-\kappa kB$, so

$$\boxed{\frac{\delta i}{i_0}=\frac{ka}{1+kL}}$$

and the unknown function is $f(kL)=1/(1+kL)$.

## What the resistance does

The result can be read as a circuit. Write it as

$$\delta i=\frac{i_0a/\kappa}{R+1/(\kappa k)} .$$

The numerator is the voltage that a crest gains by standing a height $a$ further into a liquid whose field is $i_0/\kappa$. This voltage drives extra current through two resistances in series. One is $R$, at the surface. The other, $1/(\kappa k)$, belongs to the liquid, through which current must be drawn sideways from valley to crest over a distance of about $1/k$.

For a long ripple, $kL\ll1$, the liquid resistance dominates and $\delta i/i_0\to ka$. This is full field focusing, and it is stronger for shorter ripples of the same amplitude. For a short ripple, $kL\gg1$, the liquid resistance is negligible and

$$\frac{\delta i}{i_0}\to\frac aL .$$

The wavelength has dropped out. Making the ripple sharper no longer helps the crest, because the current is set by the surface reaction, and the reaction responds to the small voltage $i_0a/\kappa$ and not to the sharpness of the bump. The two resistances are equal at $\lambda=2\pi L$. The length to compare with $L$ is thus $\lambda/2\pi$.

A counter electrode does not loosen this limit. Let it be flat, at one potential, and at a distance $d$. The correction must vanish there, so $e^{-ky}$ is replaced by $\sinh k(d-y)/\sinh kd$. This equals 1 at $y=0$, and its slope there is $-k\coth kd$ instead of $-k$. The derivation is otherwise unchanged, with $K=k\coth kd$ in place of $k$. Since

$$\frac{K}{1+KL}=\frac{1}{L+1/K}<\frac1L ,$$

the contrast stays below $a/L$ for every wavelength and gap in this model.

## Growth of the ripple

Each ion of charge $z$ adds an atomic volume $\Omega$, so the surface advances at speed $\Omega i/z$ along its normal. To first order this is also its speed along $y$. The amplitude therefore grows at the rate $\Omega\,\delta i/z$, while the mean thickness $H$ grows at $\Omega i_0/z$. Dividing the first by the second removes the time:

$$\frac{da}{dH}=\frac{ka}{1+kL},\qquad a(H)=a(0)\exp\!\left(\frac{kH}{1+kL}\right).$$

Because $k/(1+kL)<1/L$, the growth factor is less than $e^{H/L}$. In this linear law, field focusing alone needs a film of thickness at least $L\ln2$ to double a ripple, however short the ripple is.

## The resistance at the working point

Well away from equilibrium the reverse reaction is slow, and the rate follows the Tafel law $i=i_{\rm ex}e^{\alpha\eta/T}$. Here $\eta$ is the overpotential, counted positive for deposition, $i_{\rm ex}$ is the exchange current density and $\alpha$ the transfer coefficient. The slope is $di/d\eta=\alpha i/T$, so

$$R=\frac{T}{\alpha i_0},\qquad L=\frac{\kappa T}{\alpha i_0}.$$

The exchange current has cancelled. At a given plating current, a slow reaction and a fast one have the same $L$ as long as both obey this law with the same $\alpha$. Linearising is justified when the crest's voltage gain is small beside $T/\alpha$, which is the condition $a\ll L$.

Close to equilibrium the reverse reaction matters, and the rate is $i=i_{\rm ex}\left[e^{\alpha\eta/T}-e^{-(z-\alpha)\eta/T}\right]$. Its slope at $\eta=0$ is $i_{\rm ex}[\alpha+(z-\alpha)]/T=zi_{\rm ex}/T$. Then $R=T/(zi_{\rm ex})$, and $L$ no longer depends on the plating current.

## Numbers for copper interconnects

Take rough values for acid copper plating: $i_0=10$ mA/cm², $\kappa=0.5$ S/cm, $\alpha=0.5$, $z=2$ and a temperature of 298 K, for which $T$ corresponds to 0.0257 V. Then

$$R=\frac{0.0257\ \text{V}}{0.5\times0.010\ \text{A/cm}^2}=5.14\ \Omega\,\text{cm}^2,$$

$$L=0.5\times5.14\ \text{cm}=2.57\times10^{7}\ \text{nm},$$

or about 26 mm. With an exchange current density of 1 mA/cm², keeping the reverse reaction changes $R$ by less than 0.1%.

Let the ripple have $a=1$ nm and $\lambda=100$ nm. Then $ka=0.063$ and $kL=1.6\times10^6$. The crest gains

$$\frac{i_0a}{\kappa}=\frac{0.010\times10^{-7}}{0.5}\ \text{V}=2\times10^{-9}\ \text{V},$$

whereas the voltage that changes the rate appreciably is $Ri_0=0.051$ V. Their ratio is $a/L=3.9\times10^{-8}$.

The next table holds $a=1$ nm fixed and varies the wavelength. The last column comes from a numerical solution on the curved surface and lists half the difference between the currents at crest and valley, relative to $i_0$. To first order this is $\delta i/i_0$. The extra area of the curved surface also lowers the current at crest and valley alike by about $(ka)^2/4$. That is $10^{-3}$ in the first row and exceeds the contrast in the first two rows, but it does not change the height between crest and valley. The potential was expanded in decaying cosine waves, and the kinetic condition was imposed at a set of surface points without assuming a small slope.

| $\lambda$ (nm) | $\delta i/i_0$ for $R=0$, formula | $\delta i/i_0$ with $R$, solved |
|---|---|---|
| 100 | $6.3\times10^{-2}$ | $3.89\times10^{-8}$ |
| 10,000 | $6.3\times10^{-4}$ | $3.89\times10^{-8}$ |
| 1,000,000 | $6.3\times10^{-6}$ | $3.87\times10^{-8}$ |

Without surface resistance, the shortest ripple would focus the current most. With it, the three contrasts nearly coincide. The slight drop in the last row is the 1 in $1+kL$, since $kL$ has fallen to about 160.

Now plate a film of $H=20$ nm. The relative growth of the ripple is $H/L=20/(2.57\times10^7)=7.8\times10^{-7}$, a gain in height of $7.8\times10^{-7}$ nm. The cube root of the atomic volume is 0.23 nm, so the gain is some 300,000 times smaller than an atom. It is an average tendency and not a visible change of shape. The linear law would double the ripple only after a film of $L\ln2=1.8\times10^7$ nm. This number merely expresses how slow the growth is, since a ripple of this amplitude does not stay sinusoidal over so thick a film.

With no surface resistance the same film would multiply the ripple by $e^{kH}=e^{1.26}=3.5$. Following the curved surface numerically, with $kL=10^{-4}$, gives 3.49 against 3.51 from the formula. The formula is of leading order in $ka$, which has reached 0.22 by the end. Halving the initial amplitude cuts the difference to about a quarter, as expected of a correction of relative order $(ka)^2$. In this model the geometry alone would thus roughen the film, and the surface reaction prevents it. A real ripple of this wavelength would not grow this way even with $R=0$, because surface energy, omitted here and estimated below, opposes the crest with a voltage far larger than its ohmic gain.

## Concentration focusing

A crest also reaches into liquid richer in metal ions, because plating depletes the layer next to the cathode. Suppose that a supporting electrolyte carries most of the current, so that metal ions arrive by diffusion with diffusivity $D$. Let $c$ be their number density and $c_s$ its value at the flat surface. The ion flux into the metal is $i/z$, so the flat profile near the surface is $c_s+i_0y/(zD)$.

The concentration adjusts to the ripple in a time of about $1/(Dk^2)$, and is then a solution of Laplace's equation. Its correction is $C\,e^{-ky}\cos kx$. The correction to the ion flux at a crest gives $-zDkC=\delta i$, just as $-\kappa kB=\delta i$ for the potential.

If the rate is proportional to the surface concentration, its slope with respect to $c$ is $i_0/c_s$, and

$$\delta i=\frac1R\left(\frac{i_0a}{\kappa}+B\right)+\frac{i_0}{c_s}\left(\frac{i_0a}{zD}+C\right).$$

Define $L_c=zDc_s/i_0$ and insert $B=-\delta i/(\kappa k)$ and $C=-\delta i/(zDk)$:

$$\delta i=i_0a\left(\frac1L+\frac1{L_c}\right)-\frac{\delta i}{k}\left(\frac1L+\frac1{L_c}\right).$$

Solving for $\delta i$,

$$\frac{\delta i}{i_0}=\frac{ka}{1+kL_*},\qquad \frac1{L_*}=\frac1L+\frac1{L_c}.$$

The form is the same, and the shorter of the two lengths governs.

For rough values $D=5\times10^{-6}$ cm²/s, a bulk concentration of 0.60 mol/L and a diffusion layer of 50,000 nm, the surface concentration is 0.55 mol/L. In laboratory units $L_c=zFDc_s/i_0$, with $F$ the Faraday constant and $c_s$ in moles per volume, which gives $5.3\times10^5$ nm. In this model the contrast rises to $1.9\times10^{-6}$, about 50 times that of the field alone and still minute. The split between the two parts is rough. Close to the surface the supporting ions carry no net flux, and neutrality then sets the field to $i_0/\kappa'$ with $\kappa'=D\sum_j z_j^2c_j/T$, summed over all ions, in place of $i_0/\kappa$. Migration in this field also carries a fraction $z^2c_s/\sum_j z_j^2c_j$ of the metal ions and flattens their profile. For 1.0 to 1.8 mol/L of sulfuric acid in dilute-solution theory, the field at the ripple is about 2 to 6 times $i_0/\kappa$, the total contrast is 1.1 to $1.7\times10^{-6}$, and the ratio falls to between 4 and 25. The adjustment time is $5\times10^{-7}$ s, against 5.4 s to plate the film, so the ripple's own concentration profile is quasi-steady. The diffusion layer as a whole takes about 5 s to form. Until then $c_s$ lies between 0.55 and 0.60 mol/L, which changes the contrast by less than a tenth.

These numbers also show why a larger current does not rescue field focusing. In the Tafel regime $L$ falls as $1/i_0$, so bringing $kL$ down to 1 would take $1.6\times10^6$ times the current. The concentration drop across the diffusion layer, 0.05 mol/L here, is proportional to the current. With diffusion alone it would use up the whole 0.60 mol/L after roughly a twelvefold increase, and migration raises this to between 13 and 19 times for the acid contents above. Ion supply fails long before field focusing becomes strong on this ripple.

## What does shape the surface at this scale

Weak field focusing does not make the film smooth. It leaves the shape to effects that the model omits, and three of them can be sized for the same ripple.

The first is surface energy. Raising the surface by a small $\delta h$ changes the surface energy per area by $-\gamma h''\,\delta h$ for small slopes, with $\gamma$ the surface energy per area. At a crest $-h''=k^2a$, so each added atom costs $\gamma\Omega k^2a$, equivalent to a voltage $\gamma\Omega k^2a/z$. With $\gamma=1$ J/m² and a molar volume of 7.1 cm³/mol this is $1.5\times10^{-4}$ V. If it acts on the rate as an applied voltage would, it slows the crest by a fraction $1.5\times10^{-4}/0.051\approx0.003$. This is an order of size, because the forward reaction may feel only part of the shift. Even so, it is some 70,000 times the field contrast, and it smooths. The two voltages, $1.5\times10^{-4}$ V and $2\times10^{-9}$ V, stand in the same ratio. Without surface resistance, surface energy would therefore still outweigh field focusing for ripples shorter than about 27,000 nm, if the field is $i_0/\kappa$. The stronger field inside the diffusion layer shortens this length as the inverse square root of the field.

The second is an adsorbed accelerator, an additive that speeds deposition where it sits. Suppose that it stays on the surface as the metal grows and is neither gained nor lost. The radius of curvature at a crest is $1/(ak^2)=253$ nm. Growth by $H$ along the normal stretches the surface there by the factor $1+ak^2H$ and shrinks it in a valley by $1-ak^2H$. If the ripple kept its amplitude, the accelerator would be diluted on crests and concentrated in valleys by about $ak^2H=20/253\approx0.08$. If the rate is proportional to coverage, however, the ripple shrinks meanwhile. Let $u$ be the relative excess of coverage at a crest. To first order $du/dH=-k^2a$ and $da/dH=u$, so $a=a(0)\cos kH$ and $u=-ka(0)\sin kH$. With $kH=1.26$ this gives $u\approx-0.06$, so crests end up growing about 6% more slowly than the mean. In a trench, the same crowding at the concave bottom is what helps it to fill from below.

The third is chance. A square patch half a wavelength wide receives $N=H(\lambda/2)^2/\Omega\approx4\times10^6$ atoms. If they arrive independently, the number fluctuates by $\sqrt N$ and the height by $H/\sqrt N\approx0.01$ nm. That is about ten thousand times the height gained by field focusing.

## Where the model holds

The parameters above lie in the regime of acid copper baths for interconnects, but the conductivity is that of a strongly acidic one. A less acidic bath conducts several times less, and $L$ shrinks in proportion, which still leaves it far above the size of interconnect features. Real baths also rely on additives, which can make the surface reaction non-uniform. In the estimate above this moves the contrast from $4\times10^{-8}$ to about $0.06$, with the opposite sign.

A deep trench is not a shallow ripple, but its ohmic drop can be estimated. Let it have width $w$ and depth $b$, with both walls and the floor plating at $i_0$. At depth $s$ the current still to be delivered below, divided by the width, is $i_0[w+2(b-s)]/w$. Dividing by $\kappa$ and integrating over the depth gives the voltage between mouth and floor,

$$\Delta\phi=\frac{i_0}{\kappa}\left(b+\frac{b^2}{w}\right).$$

Relative to $Ri_0$ this is $(b+b^2/w)/L$. For a trench four times as deep as it is wide, the length in the numerator is $5b$. With a depth below a micrometre, it remains thousands of times shorter than the $L$ found above, and hundreds of times shorter than $L$ in a bath that conducts ten times less. The trench lies inside the diffusion layer, where the field can be several times $i_0/\kappa$, so these ratios are orders of size.

Three further limits apply. Ohm's law requires a uniform composition, which the diffusion layer lacks as described above, and a neutral liquid, which requires $1/k$ to exceed the Debye length, here about 0.2 nm or less (the dilute-solution estimate for an ionic strength of at least 2 mol/L and a relative permittivity of 80) against 16 nm. Uniform growth along the normal shrinks the radius of curvature at the valley floor to zero at $H=1/(ak^2)=253$ nm, and a sharp corner forms beyond that. Even in the 20 nm film it distorts the sinusoid by about 0.02 nm, far more than field focusing adds. It leaves the height between crest and valley unchanged, however, so for films well below 253 nm the growth law should be read as a law for half that height. At the other end, the crossover wavelength $2\pi L$ is $1.6\times10^8$ nm, or 16 cm, where the finite size of the cell can matter. It marks how far nanoscale roughness lies from the focusing regime. Current distribution across a whole wafer needs the real geometry of the cell and the resistance of the metal film.

Numbers in the example were calculated in double precision.
